# Görling–Levy second-order energy as the high-density limit of correlation

**Q.** Compress an electron density uniformly and the electrons repel each other more strongly. Should the correlation energy not grow without limit?

**A.** The kinetic energy grows faster than the repulsion, so the growth has to be calculated. I use hartree atomic units, a finite system without magnetic fields, and real wavefunctions. Let $T$ be the kinetic-energy operator and $V=\sum_{i<j}1/r_{ij}$ the repulsion. The compressed density is
$$n_\gamma(\mathbf r)=\gamma^3n(\gamma\mathbf r),$$
with the same electron number $N$ for every $\gamma$. For a coupling strength $\lambda\ge0$, let $\Psi^\lambda$ minimise $\langle T+\lambda V\rangle$ among normalised antisymmetric states of density $n$. At $\lambda=0$ the minimiser is taken to be the Kohn–Sham determinant $\Phi$. Define
$$E_c^\lambda[n]=\langle\Psi^\lambda|T+\lambda V|\Psi^\lambda\rangle-\langle\Phi|T+\lambda V|\Phi\rangle .$$
The physical correlation energy is $E_c=E_c^{1}$.

**Q.** How does compression enter this definition?

**A.** Scale any state $\Psi$ of density $n$:
$$\Psi_\gamma(\mathbf r_1,\ldots,\mathbf r_N)=\gamma^{3N/2}\Psi(\gamma\mathbf r_1,\ldots,\gamma\mathbf r_N).$$
The prefactor keeps the norm, and the density becomes $n_\gamma$. Two derivatives give $T$ a factor $\gamma^2$, and one inverse distance gives $V$ a factor $\gamma$. Hence
$$\langle\Psi_\gamma|T+V|\Psi_\gamma\rangle=\gamma^2\langle\Psi|T+\gamma^{-1}V|\Psi\rangle .$$
Scaling maps the states of density $n$ one-to-one onto those of density $n_\gamma$, so the minimiser for $n_\gamma$ at full coupling is the scaled $\Psi^{1/\gamma}$. The Kohn–Sham determinant of $n_\gamma$ is likewise the scaled $\Phi$. Subtracting the two energies gives
$$E_c[n_\gamma]=\gamma^2E_c^{1/\gamma}[n].\tag{1}$$
High density is therefore weak coupling at fixed density. The question becomes whether $E_c^\lambda$ vanishes as $\lambda$, as $\lambda^2$, or otherwise.

**Q.** To differentiate $E_c^\lambda$ you need the derivative of a wavefunction you do not know.

**A.** The first derivative of the energy does not need it. Write $F(\lambda)=\langle\Psi^\lambda|T+\lambda V|\Psi^\lambda\rangle$ and $V(\lambda)=\langle\Psi^\lambda|V|\Psi^\lambda\rangle$. Let $\mu>\lambda$. Using $\Psi^\lambda$ as a trial state at coupling $\mu$, and then the reverse, gives
$$F(\mu)\le F(\lambda)+(\mu-\lambda)V(\lambda),\qquad F(\lambda)\le F(\mu)-(\mu-\lambda)V(\mu).$$
Together they give
$$V(\mu)\le\frac{F(\mu)-F(\lambda)}{\mu-\lambda}\le V(\lambda).$$
Thus $V(\lambda)$ does not increase. Divide $[0,\lambda]$ into small intervals and add these inequalities: $F(\lambda)-F(0)$ lies between the lower and upper Riemann sums of a monotone function, so it equals $\int_0^\lambda V(\mu)\,d\mu$.

Define the adiabatic-connection integrand $W_\lambda=V(\lambda)-U[n]$, where $U$ is the Hartree energy. Because $U$ is fixed by $n$, it cancels in differences. Since $\langle\Phi|T+\lambda V|\Phi\rangle=F(0)+\lambda V(0)$,
$$E_c^\lambda=\int_0^\lambda(W_\mu-W_0)\,d\mu .\tag{2}$$
The small-$\lambda$ behaviour of $E_c^\lambda$ now follows from the initial slope of $W_\lambda$.

**Q.** For that slope the wavefunction must change smoothly. What do you assume?

**A.** There are three assumptions.

1. $\Phi$ is the nondegenerate ground state of $H_s=T+\sum_iv_s(\mathbf r_i)$, with a positive gap to all other states. Any other state of density $n$ then has a larger $\langle T\rangle$, because its $\langle H_s\rangle$ is larger and its $\int v_sn$ is the same.
2. For small $\lambda\ge0$, $\Psi^\lambda$ is the ground state of $T+\lambda V+\sum_iv_\lambda(\mathbf r_i)$, with $v_\lambda=v_s-\lambda v_1+o(\lambda)$. The remainder is small enough for first-order perturbation theory to hold in a norm that also controls the kinetic energy, so that $\langle V\rangle$ can be expanded too.
3. The functional $E_{Hx}[n]=\langle\Phi|V|\Phi\rangle=U[n]+E_x[n]$ has a functional derivative $v_{Hx}=v_H+v_x$, the sum of the Hartree and exact exchange potentials.

Nondegeneracy does not by itself prove the second assumption; it is a separate condition on the density.

**Q.** What is the first-order wavefunction?

**A.** Let $V_1=\sum_iv_1(\mathbf r_i)$, and let $\Phi_k$, $E_k$ be the eigenstates and energies of $H_s$, with $\Phi_0=\Phi$. A sum over $k$ includes an integral over any continuum. Insert $\Psi^\lambda=\Phi+\lambda\Psi_1+o(\lambda)$ into the eigenvalue equation. The terms linear in $\lambda$ are
$$(H_s-E_0)\Psi_1=-\big(V-V_1-\langle\Phi|V-V_1|\Phi\rangle\big)\Phi .$$
Normalisation requires $\langle\Phi|\Psi_1\rangle=0$. Projecting on $\Phi_k$ with $k\ne0$ and dividing by $E_k-E_0$ yields
$$\Psi_1=-R(V-V_1)\Phi,\qquad R=\sum_{k\ne0}\frac{|\Phi_k\rangle\langle\Phi_k|}{E_k-E_0}.\tag{3}$$
The gap makes $R$ finite.

**Q.** But $v_1$ is unknown. You cannot simply declare it to be $v_{Hx}$.

**A.** The fixed density determines it. For any admissible local potential $\delta v$, with $\delta V=\sum_i\delta v(\mathbf r_i)$, the value $\langle\Psi^\lambda|\delta V|\Psi^\lambda\rangle=\int\delta v\,n$ does not depend on $\lambda$. Its linear term is $2\langle\Phi|\delta V|\Psi_1\rangle=0$, so (3) gives
$$\langle\Phi|\delta V\,R\,(V-V_1)|\Phi\rangle=0.\tag{4}$$

Now leave the coupling at zero and change $v_s$ by $\epsilon\,\delta v$. The determinant changes by $-\epsilon R\,\delta V\Phi$. Put $V_{Hx}=\sum_iv_{Hx}(\mathbf r_i)$, with $v_{Hx}$ held fixed during this variation. To first order,
$$\delta E_{Hx}=-2\epsilon\langle\Phi|V R\,\delta V|\Phi\rangle,\qquad
\int v_{Hx}\,\delta n=-2\epsilon\langle\Phi|V_{Hx}R\,\delta V|\Phi\rangle .$$
The definition of the functional derivative makes the two equal. As all quantities are real and $R$ is symmetric,
$$\langle\Phi|\delta V\,R\,(V-V_{Hx})|\Phi\rangle=0.\tag{5}$$

Subtract (4) from (5), and choose $\delta V=D=V_1-V_{Hx}$:
$$0=\langle\Phi|D R D|\Phi\rangle=\sum_{k\ne0}\frac{|\langle\Phi_k|D|\Phi\rangle|^2}{E_k-E_0}.$$
Every term is nonnegative, so every element vanishes and $RD\Phi=0$. Hence $RV_1\Phi=RV_{Hx}\Phi$, and $V_1$ may be replaced by $V_{Hx}$ in (3). An additive constant in the potential has no effect.

**Q.** And the slope itself?

**A.** Since $U$ is constant, the right derivative at zero is $W'_0=2\langle\Phi|V|\Psi_1\rangle$. The fixed density also gives $\langle\Phi|V_{Hx}|\Psi_1\rangle=0$, so this term may be subtracted:
$$W'_0=2\langle\Phi|V-V_{Hx}|\Psi_1\rangle=-2\langle\Phi|(V-V_{Hx})R(V-V_{Hx})|\Phi\rangle .$$
With the second-order Görling–Levy energy
$$E_{GL2}[n]=-\sum_{k\ne0}\frac{|\langle\Phi_k|V-V_{Hx}|\Phi\rangle|^2}{E_k-E_0},\tag{6}$$
the slope is
$$W'_0=2E_{GL2}[n].\tag{7}$$
Thus $W_\mu-W_0=2\mu E_{GL2}+o(\mu)$. Integrating as in (2) turns $2\mu$ into $\lambda^2$:
$$E_c^\lambda=\lambda^2E_{GL2}+o(\lambda^2).$$
Set $\lambda=1/\gamma$ in (1):
$$E_c[n_\gamma]=\gamma^2\left[\gamma^{-2}E_{GL2}+o(\gamma^{-2})\right]\longrightarrow E_{GL2}[n]\qquad(\gamma\to\infty).\tag{8}$$
The correlation energy therefore approaches a constant, whereas the noninteracting kinetic energy grows as $\gamma^2$ and the exchange energy as $\gamma$.

**Q.** Why is the slope twice the energy? Is there a physical reason beyond the integral?

**A.** Correlation lowers the repulsion at a kinetic cost. The repulsion part of $E_c^\lambda$ is $\lambda(W_\lambda-W_0)=2\lambda^2E_{GL2}+o(\lambda^2)$. The total is $\lambda^2E_{GL2}+o(\lambda^2)$, so the kinetic part is $-\lambda^2E_{GL2}+o(\lambda^2)$, which is not negative at leading order. To leading order in $\lambda$, half of the gain in repulsion is spent on kinetic energy.

**Q.** Equation (6) resembles the second-order energy of Møller–Plesset theory. Are they the same?

**A.** Their zeroth-order Hamiltonians differ. Let $i,j$ be occupied and $a,b$ empty Kohn–Sham spin orbitals, with energies $\varepsilon$. Let $\langle ij|ab\rangle$ be the repulsion integral in which electron 1 has orbitals $i,a$ and electron 2 has $j,b$, and write $\langle ij||ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle$. A two-body operator connects $\Phi$ to single and double excitations; a one-body operator connects it to singles. For a single excitation,
$$\langle\Phi_i^a|V|\Phi\rangle=\sum_j\langle aj||ij\rangle=\langle a|v_H+\hat K|i\rangle,$$
where $\hat K$ is the nonlocal exchange operator, with elements $-\sum_j\langle aj|ji\rangle$. Subtracting $\langle a|v_H+v_x|i\rangle$ removes the Hartree part, so
$$E_{GL2}=-\sum_{i,a}\frac{|\langle a|\hat K-v_x|i\rangle|^2}{\varepsilon_a-\varepsilon_i}-\sum_{i<j,\;a<b}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j}.\tag{9}$$
With canonical Hartree–Fock orbitals the singles vanish, since the Fock operator has no occupied–empty elements. Here a local $v_x$ replaces $\hat K$, and they generally remain.

**Q.** Are those singles ever large enough to matter?

**A.** They are in a small lattice model. Put three spinless fermions on an open chain of six sites, with nearest-neighbour hopping amplitude $-1$ and repulsion $1/|i-j|$ between sites $i$ and $j$. The Kohn–Sham site potentials are $0,\,0.6,\,-0.4,\,0.3,\,-0.7,\,0.5$. Energies are in units of the hopping strength. Site occupations replace $n(\mathbf r)$, and the coupling argument is unchanged; coordinate scaling has no counterpart.

Diagonalisation gives a gap of 1.070. The potential $v_{Hx}$ follows from finite changes of $E_{Hx}$ and of the occupations. Equation (9) then gives
$$E_{GL2}=-0.00352-0.00422=-0.00774,$$
singles first. Diagonalising the interacting problem at $\lambda=\pm0.001$, with site potentials adjusted to keep all occupations fixed, gives by central difference $W'_0=-0.01549$, which is twice the full sum. Doubles alone would give $-0.00844$. This large share, 45%, belongs to the one-dimensional spinless lattice and should not be carried over to atoms. For the Kohn–Sham systems of Be and Ne at their LDA densities the singles are below 1% of $E_{GL2}$: roughly $-0.001$ against $-0.12$ hartree of doubles for Be, and roughly $-0.002$ against $-0.42$ for Ne in a triple-zeta basis.

**Q.** I would like a case with real Coulomb repulsion and a definite constant.

**A.** Take two electrons in a singlet with density $n=2\phi_0^2$, where $\phi_0\propto e^{-\omega r^2/2}$. The Kohn–Sham potential is $v_s=\omega^2r^2/2$. For a two-electron singlet $E_{Hx}=U/2$, hence $v_{Hx}=v_H/2$.

The singles vanish here. With $S_a=(\phi_a\phi_0+\phi_0\phi_a)/\sqrt2$, both $V$ and $V_{Hx}$ have the element $\sqrt2\langle\phi_a|v_H/2|\phi_0\rangle$ between $S_a$ and $\Phi$, because $v_H/2$ is the potential of one electron in $\phi_0$. Triplet singles do not couple. So $E_{GL2}$ is the second-order sum for $V$ alone, minus its singles part.

**Q.** That sum still runs over all pairs of oscillator states.

**A.** Use $\mathbf r=(\mathbf r_1-\mathbf r_2)/\sqrt2$ and $\mathbf R=(\mathbf r_1+\mathbf r_2)/\sqrt2$. Both are unit-mass oscillators of frequency $\omega$, and $V=1/(\sqrt2\,r)$ acts on $\mathbf r$ alone. From $\Phi=\phi_0(\mathbf r)\phi_0(\mathbf R)$ it reaches only states in which $\mathbf r$ is in an s state $\phi_k$, of excitation energy $2k\omega$.

With $x=\omega r^2$, $\phi_k=N_kL_k^{1/2}(x)e^{-x/2}$, where $L_k^{1/2}$ is an associated Laguerre polynomial. The volume element is $2\pi\omega^{-3/2}x^{1/2}dx$, so normalisation gives
$$2\pi\omega^{-3/2}N_k^2=\frac{k!}{\Gamma(k+\tfrac32)}.$$
In the matrix element $1/r$ cancels $x^{1/2}$, leaving $\int_0^\infty L_k^{1/2}e^{-x}dx$. The generating function $\sum_kt^kL_k^{1/2}(x)=(1-t)^{-3/2}e^{-xt/(1-t)}$ integrates against $e^{-x}$ to $(1-t)^{-1/2}$, whose coefficients are $(\tfrac12)_k/k!$, with $(q)_k=q(q+1)\cdots(q+k-1)$. Therefore
$$|\langle\phi_k|V|\phi_0\rangle|^2=\frac{\omega}{2}\,\frac{k!}{\Gamma(k+\frac32)\Gamma(\frac32)}\left[\frac{(\frac12)_k}{k!}\right]^2=\frac{2\omega}{\pi}c_k,\qquad c_k=\frac{(\frac12)_k^2}{k!\,(\frac32)_k},$$
where $\Gamma(\tfrac32)^2=\pi/4$ was used.

**Q.** How much of each shell belongs to singles?

**A.** The s state of electron 1 in shell $2k$ is proportional to $(\mathbf a_1^\dagger\cdot\mathbf a_1^\dagger)^k$ acting on the ground state, and $\mathbf a_1^\dagger=(\mathbf a_R^\dagger+\mathbf a_r^\dagger)/\sqrt2$. Its part without quanta in $\mathbf R$ is $2^{-k}$ times the same normalised state in $\mathbf r$. Thus $\langle S_k|V|\Phi\rangle=\sqrt2\,2^{-k}\langle\phi_k|V|\phi_0\rangle$, and singles have the fraction $2\cdot4^{-k}$ of the squared strength. Other singles, not being s states, do not couple. For $k=1$ the fraction is one half: at $\omega=1$, 0.0531 out of 0.1061 hartree².

Dividing by $2k\omega$ cancels $\omega$:
$$E_{GL2}=-\frac1\pi\sum_{k\ge1}\frac{c_k}{k}(1-2\cdot4^{-k})=-\frac1\pi\left[S(1)-2S(\tfrac12)\right],\quad S(x)=\sum_{k\ge1}\frac{c_k}{k}x^{2k}.$$
Because $(\frac12)_k/(\frac32)_k=1/(2k+1)$, integrating the series of $(1-t^2)^{-1/2}$ gives $\arcsin t/t=\sum_{k\ge0}c_kt^{2k}$. Hence
$$S(x)=2\int_0^x\left(\frac{\arcsin t}{t^2}-\frac1t\right)dt=2\left[1+\ln2-\frac{\arcsin x}{x}-\ln\!\big(1+\sqrt{1-x^2}\big)\right].$$
Differentiating the bracket recovers the integrand, and the bracket tends to zero at $x=0$. Insert $\arcsin1=\pi/2$ and $\arcsin\frac12=\pi/6$:
$$E_{GL2}=-\frac2\pi\left[\frac\pi6-1-\ln2+2\ln\!\left(1+\frac{\sqrt3}{2}\right)\right].$$
Numerically, the full sum is $-0.077891$ and its singles part $-0.028188$, so
$$E_{GL2}=-0.077891+0.028188=-0.049703\ \text{hartree}=-1.3525\ \text{eV}.$$
Compression changes $\omega$ to $\gamma^2\omega$, so independence of $\omega$ is what a limiting constant requires.

**Q.** How quickly is the limit approached?

**A.** Start from $\omega=1$ hartree at $\gamma=1$. I computed $E_c[n_\gamma]$ by configuration interaction in oscillator functions, eight radial functions for each $l=0,\ldots,5$. A local potential was optimised to keep five moments of the density at their Gaussian values. At $\gamma=1$ the remaining absolute density error integrates to $9\times10^{-5}$ electrons. This basis gives $E_{GL2}=-0.04865$ hartree, 97.9% of the complete-basis value, and that is the limit to compare with:

| $\gamma$ | $E_c[n_\gamma]$ (hartree) | $\gamma(E_c-E_{GL2})$ (hartree) |
|---:|---:|---:|
| 1 | −0.04082 | 0.0078 |
| 4 | −0.04645 | 0.0088 |
| 16 | −0.04808 | 0.0091 |
| 64 | −0.04850 | 0.0091 |

The last column levels off, so over this range the deviation falls nearly as $1/\gamma$. The proof itself promises only that it vanishes. At $\gamma=1$ the magnitude of $E_c$ is 84% of that of $E_{GL2}$ in the same basis. The table is not converged in the basis to the digits shown. With functions that describe the electron–electron cusp and reproduce $-0.049703$, the four values of $E_c$ become $-0.04134$, $-0.04733$, $-0.04909$ and $-0.04955$ hartree, lower by 0.0005 to 0.0010. The last column then runs from 0.0084 to 0.0099, and the ratio at $\gamma=1$ is 83%; the $1/\gamma$ trend is unchanged.

At fixed density and in the same finite basis, $W_\lambda$ falls from $-0.7979$ hartree at $\lambda=0$ to $-0.8729$ at $\lambda=1$, a mean slope of $-0.0750$. A finite difference using $\lambda=0$, 0.02 and 0.04 gives an initial slope of $-0.0973$ hartree, equal at this precision to $2E_{GL2}$ in the basis. In the cusp-describing basis these become $W_1=-0.8736$, a mean slope of $-0.0757$ and an initial slope of $-0.0994$ hartree. The curve flattens as coupling grows, which is why $E_{GL2}$ overestimates the size of $E_c$ here.

**Q.** What goes wrong if the Kohn–Sham ground state is degenerate?

**A.** The state at vanishing coupling need not be the chosen determinant. Suppose another state $\Psi_0$ has the same density and the same $\langle T\rangle$ as $\Phi$, but a repulsion lower by $\Delta>0$. Using it as a trial state gives $E_c^\lambda\le-\lambda\Delta$, and (1) gives
$$E_c[n_\gamma]\le-\gamma\Delta .$$
There is then no finite limit. Not every degeneracy supplies such a state, but (3) is no longer justified without further analysis. If the gap closes, as it can in an extended system, the denominators in (6) are not bounded away from zero, and this proof does not apply.
